# Tricritical point of a uniform Zeeman-split superconductor: a numerical check

```python
"""Tricritical point of a uniform Zeeman-split BCS superconductor.

Result under test: F/N0 = a D^2 + b D^4 + c D^6 + ..., with
  a = ln(t) + Re psi(1/2 + i x) - psi(1/2),   x = h/(2 pi t),
  b = -Re psi''(1/2 + i x)/(32 pi^2 t^2),
  c = Re psi''''(1/2 + i x)/(3072 pi^4 t^4),
and the transition changes order where a = b = 0 and c > 0.
Symbols: t = T/Tc, D = gap, h = Zeeman energy; energies are in units of k Tc.
N0 is the density of states per spin; F is measured from the normal state.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import digamma, expit

PI = np.pi
GAP0 = PI * np.exp(-np.euler_gamma)      # zero-temperature gap / (k Tc)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


# ---------- derived Landau coefficients ----------
def re_polygamma(order, x):
    return float(mp.re(mp.psi(order, mp.mpc(0.5, x))))


def landau_a(t, h):
    return np.log(t) + digamma(0.5 + 1j*h/(2*PI*t)).real - digamma(0.5)


def landau_b(t, h):
    return -re_polygamma(2, h/(2*PI*t)) / (32*PI**2*t**2)


def landau_c(t, h):
    return re_polygamma(4, h/(2*PI*t)) / (3072*PI**4*t**4)


def continuous_field(t):
    return brentq(lambda h: landau_a(t, h), 1e-9, 4.0, xtol=1e-13)


# ---------- definition: sums over quasiparticle energies ----------
def free_energy(gap, t, h):
    top = h + gap + 45*t
    xi = 0.5*top*(NODES + 1)
    weight = 0.5*top*WEIGHTS
    energy = np.sqrt(xi**2 + gap**2)
    thermal = 0.0
    for s in (1, -1):
        diff = (np.logaddexp(0, -(energy + s*h)/t)
                - np.logaddexp(0, -(xi + s*h)/t))
        thermal += 2*np.sum(weight*diff)
    return gap**2*(np.log(gap/GAP0) - 0.5) - t*thermal


def free_energy_slope(gap, t, h):
    """dF/d(gap^2), with xi = gap*sinh(u) and the trapezoid rule."""
    u = np.linspace(0, np.arccosh((h + gap + 45*t)/gap), 2001)
    energy = gap*np.cosh(u)
    occupation = expit(-(energy + h)/t) + expit(-(energy - h)/t)
    integral = (u[1] - u[0])*(occupation.sum()
                              - 0.5*(occupation[0] + occupation[-1]))
    return np.log(gap/GAP0) + integral


def matsubara_free_energy(gap, t, h, count=20000):
    w = (2*np.arange(count) + 1)*PI*t
    z = w + 1j*h
    root_shift = gap**2/(np.sqrt(z**2 + gap**2) + z)
    return (gap**2*np.log(t)
            + 2*PI*t*np.sum(gap**2/w - 2*root_shift.real))


for gap, t, h in ((0.8, 0.5, 1.0), (1.3, 0.3, 1.2), (0.4, 0.8, 0.5)):
    assert abs(free_energy(gap, t, h)
               - matsubara_free_energy(gap, t, h)) < 1e-7
    step = 1e-4
    slope = (free_energy(gap + step, t, h)
             - free_energy(gap - step, t, h))/(4*gap*step)
    assert abs(slope - free_energy_slope(gap, t, h)) < 1e-6


# ---------- tricritical point, two roads ----------
x_tri = brentq(lambda x: re_polygamma(2, x), 0.1, 0.6, xtol=1e-14)
t_tri = np.exp(digamma(0.5) - digamma(0.5 + 1j*x_tri).real)
h_tri = 2*PI*x_tri*t_tri
c_tri = landau_c(t_tri, h_tri)
assert c_tri > 0
signs = np.sign([re_polygamma(2, x) for x in np.linspace(0, 5, 251)])
assert np.count_nonzero(np.diff(signs)) == 1


def coefficients_by_quadrature(t, h):
    squares = 0.05*np.arange(1, 7)
    slopes = [free_energy_slope(np.sqrt(s), t, h) for s in squares]
    poly = np.polyfit(squares, slopes, 5)
    return poly[-1], poly[-2]/2, poly[-3]/3


t_num, h_num = fsolve(lambda v: coefficients_by_quadrature(*v)[:2],
                      (0.6, 1.0), xtol=1e-11)
assert abs(t_num - t_tri) < 1e-5 and abs(h_num - h_tri) < 1e-5
for t, h in ((0.7, 0.7), (0.6, 1.0), (t_tri, h_tri)):
    direct = coefficients_by_quadrature(t, h)
    assert abs(direct[0] - landau_a(t, h)) < 1e-6
    assert abs(direct[1] - landau_b(t, h)) < 1e-5
    assert abs(direct[2] - landau_c(t, h)) < 1e-4

# Global search just outside the continuous-transition field.
gap_grid = np.linspace(0.05, 1.8, 100)
above = min(free_energy(g, 0.70, 1.001*continuous_field(0.70))
            for g in gap_grid)
below = min(free_energy(g, 0.45, 1.001*continuous_field(0.45))
            for g in gap_grid)
assert above > 0 and below < 0


# ---------- first-order line from the full free energy ----------
def first_order(t, guess):
    def conditions(v):
        gap, h = abs(v[0]), v[1]
        slope = free_energy_slope(gap, t, h)
        # This combination has no root at zero gap.
        return [slope, (free_energy(gap, t, h)/gap**2 - slope)/gap**2]
    root, info, flag, message = fsolve(conditions, guess, full_output=True,
                                       xtol=1e-10)
    assert np.max(np.abs(info["fvec"])) < 1e-6, message
    return abs(root[0]), root[1]


line = []
guess = (1.75, 1.24)
for t in (0.1, 0.2, 0.3, 0.4, 0.5):
    guess = first_order(t, guess)
    assert guess[0] > 0.1 and guess[1] > continuous_field(t)
    line.append((t, guess[0], guess[1], continuous_field(t)))

t_near = 0.99*t_tri
h_near = continuous_field(t_near)
jump_landau = np.sqrt(-landau_b(t_near, h_near)
                      / (2*landau_c(t_near, h_near)))
jump_full, _ = first_order(t_near, (jump_landau, h_near))
assert abs(jump_full**2/jump_landau**2 - 1) < 0.05


# ---------- modulated states: clean and dirty limits ----------
def clean_cost(t, h, q_energy):
    """a(q) - a(0), averaged over directions; q_energy = hbar vF q/2."""
    z = (2*np.arange(20000) + 1)*PI*t + 1j*h
    return 2*PI*t*np.sum((1/z - np.arctan(q_energy/z)/q_energy).real)


t_hi, t_lo = 1.05*t_tri, 0.95*t_tri
clean_hi = clean_cost(t_hi, continuous_field(t_hi), 0.1)
clean_lo = clean_cost(t_lo, continuous_field(t_lo), 0.1)
assert clean_hi > 0 > clean_lo
q_small = 0.05
assert abs(clean_cost(t_tri, h_tri, q_small)) < 0.01*clean_cost(
    t_tri, 0.0, q_small)
for t in (0.1, 0.2, 0.4, t_tri, 0.8):
    x = continuous_field(t)/(2*PI*t)
    dirty = digamma(0.5 + np.linspace(0, 5, 501) + 1j*x).real
    assert np.all(np.diff(dirty) > 0)


# ---------- neglected effects ----------
def pair_terms(w, h, alpha, gamma):
    """Second- and fourth-order terms in the gap at each frequency w.
    alpha: orbital depairing; gamma: triplet-pair spin relaxation."""
    wa = w + alpha
    denominator = wa*(wa + gamma) + h**2
    singlet = (wa + gamma)/denominator
    triplet = -1j*h/denominator
    fourth = -gamma*(2*triplet)**4/48
    for s in (1, -1):
        angle = singlet + s*triplet
        z = w + 1j*s*h
        fourth = fourth + angle**3/6 - (z/24 + alpha/6)*angle**4
    return -singlet, np.real(fourth)


def saddle_value(w, h, alpha, gamma, gap):
    """Stationary value of the full angular functional, by Newton steps."""
    z = np.array([w + 1j*h, w - 1j*h])
    theta = gap/z
    for _ in range(30):
        s, c = np.sin(theta), np.cos(theta)
        d = theta[0] - theta[1]
        mix = 0.5*gamma*np.sin(d)*np.array([1, -1])
        grad = z*s - gap*c + alpha*s*c + mix
        k = 0.5*gamma*np.cos(d)
        jac = np.diag(z*c + gap*s + alpha*np.cos(2*theta) + k)
        jac[0, 1] = jac[1, 0] = -k
        theta = theta - np.linalg.solve(jac, grad)
    s, c = np.sin(theta), np.cos(theta)
    value = (-np.sum(z*(c - 1) + gap*s) + 0.5*alpha*np.sum(s**2)
             + 0.5*gamma*(1 - np.cos(theta[0] - theta[1])))
    return value.real


for w, h, alpha, gamma in ((1.7, 1.0, 0.3, 0.5), (1.2, 0.8, 0.1, 0.9)):
    second, fourth = pair_terms(w, h, alpha, gamma)
    gap = 0.03
    measured = (saddle_value(w, h, alpha, gamma, gap)
                - second*gap**2)/gap**4
    assert abs(measured - fourth) < 0.01*abs(fourth) + 1e-5


def film_coefficients(t, h, alpha, gamma):
    w = (2*np.arange(4000) + 1)*PI*t
    second, fourth = pair_terms(w, h, alpha, gamma)
    return (np.log(t) + 2*PI*t*np.sum(1/w + second),
            2*PI*t*np.sum(fourth))


def exchange_term(t, h, alpha, gamma, exchange):
    step = 1e-4
    slope = (film_coefficients(t, h + step, alpha, gamma)[0]
             - film_coefficients(t, h - step, alpha, gamma)[0])/(2*step)
    return slope**2*exchange/(4*(1 + exchange))


def film_tricritical(orbital, gamma, exchange):
    """orbital = alpha/(applied Zeeman energy)^2, in units of 1/(k Tc).
    Returns t and the applied Zeeman energy."""
    def depairing(h):
        return orbital*((1 + exchange)*h)**2

    def field(t):
        return brentq(lambda h: film_coefficients(
            t, h, depairing(h), gamma)[0], 1e-6, 4.0)

    def quartic(t):
        h = field(t)
        alpha = depairing(h)
        return (film_coefficients(t, h, alpha, gamma)[1]
                + exchange_term(t, h, alpha, gamma, exchange))

    t = brentq(quartic, 0.15, 0.9, xtol=1e-8)
    return t, (1 + exchange)*field(t)


ideal = film_tricritical(0.0, 0.0, 0.0)
assert abs(ideal[0] - t_tri) < 1e-4 and abs(ideal[1] - h_tri) < 1e-4

# Exchange correction from an explicit search for the internal field.
exchange = 0.2                           # rough Fermi-liquid parameter
applied = (1 + exchange)*h_tri
gap = 0.1


def negative_potential(h):
    return (h**2 + (applied - h)**2/exchange
            - matsubara_free_energy(gap, t_tri, h))


search = minimize_scalar(negative_potential, method="bounded",
                         bounds=(h_tri - 0.1, h_tri + 0.1),
                         options={"xatol": 1e-9})
normal_value = -h_tri**2 - (applied - h_tri)**2/exchange
measured = (-search.fun - normal_value)/gap**4
predicted = exchange_term(t_tri, h_tri, 0.0, 0.0, exchange)
assert abs(measured/predicted - 1) < 0.03

# ---------- worked example: rough thin-film parameters ----------
tc = 2.5                                 # K
thickness = 2.5e-9                       # m
diffusion = 5e-4                         # m^2/s
gamma_mev = 0.04                         # meV
fermi_speed = 2e6                        # m/s
sheet_resistance = 200.0                 # ohm
mev = 1e-3*const.e
unit = const.k*tc                        # J
unit_mev = unit/mev
bohr_magneton = const.physical_constants["Bohr magneton"][0]
tesla = unit/bohr_magneton               # field for Zeeman energy k Tc
orbital = diffusion*const.e**2*tesla**2*thickness**2/(6*const.hbar*unit)
gamma = gamma_mev/unit_mev
path = 3*diffusion/fermi_speed
scattering_mev = const.hbar*fermi_speed/path/mev
coherence = np.sqrt(const.hbar*diffusion/(2*PI*unit))
fluctuation = const.e**2*sheet_resistance/(16*const.hbar)
assert scattering_mev > 100*h_tri*unit_mev and coherence > 3*thickness

cases = (("orbital depairing only", orbital, 0.0, 0.0),
         ("spin-orbit scattering only", 0.0, gamma, 0.0),
         ("Fermi-liquid exchange only", 0.0, 0.0, exchange),
         ("all three together", orbital, gamma, exchange))
shifted = [(name,) + film_tricritical(o, g, e) for name, o, g, e in cases]

print("IDEAL UNIFORM MODEL")
print(f"x* = h*/(2 pi k T*): {x_tri:.6f}")
print(f"T*/Tc from digamma formula: {t_tri:.6f}")
print(f"T*/Tc from quadrature: {t_num:.6f}")
print(f"h*/(k Tc) from digamma formula: {h_tri:.6f}")
print(f"h*/(k Tc) from quadrature: {h_num:.6f}")
print(f"h*/(zero-temperature gap): {h_tri/GAP0:.5f}")
print(f"c at T*, times (k Tc)^4: {c_tri:.6f}")
for t in (0.70, 0.45):
    print(f"b at T/Tc={t:.2f} on a=0, times (k Tc)^2: "
          f"{landau_b(t, continuous_field(t)):.6f}")
print(f"lowest F/N0 on gap grid, T/Tc=0.70: {above:.3e} (k Tc)^2")
print(f"lowest F/N0 on gap grid, T/Tc=0.45: {below:.3e} (k Tc)^2")
print(f"gap jump at 0.99 T*, Landau: {jump_landau:.4f} k Tc")
print(f"gap jump at 0.99 T*, full: {jump_full:.4f} k Tc")
print(f"clean a(q)-a(0) at 1.05 T*, hbar vF q/2=0.1 k Tc: {clean_hi:.3e}")
print(f"clean a(q)-a(0) at 0.95 T*, same q: {clean_lo:.3e}")
print("MODEL FILM, ROUGH INPUTS")
print(f"Tc: {tc:.2f} K")
print(f"thickness: {thickness*1e9:.2f} nm")
print(f"diffusion constant: {diffusion*1e4:.1f} cm2/s")
print(f"spin relaxation energy Gamma: {gamma_mev:.3f} meV")
print(f"Fermi-liquid exchange G: {exchange:.2f}")
print(f"Fermi speed: {fermi_speed:.1e} m/s")
print(f"sheet resistance: {sheet_resistance:.0f} ohm")
print("IDEAL RESULTS FOR THE FILM")
print(f"k Tc: {unit_mev:.5f} meV")
print(f"zero-temperature gap: {GAP0*unit_mev:.4f} meV")
print(f"tricritical temperature: {t_tri*tc:.4f} K")
print(f"tricritical Zeeman energy: {h_tri*unit_mev:.4f} meV")
print(f"tricritical field: {h_tri*tesla:.4f} T")
for t, g, h, h2 in line:
    print(f"T={t*tc:.2f} K: first-order B={h*tesla:.4f} T, "
          f"a=0 at B={h2*tesla:.4f} T, gap jump={g*unit_mev:.4f} meV")
print("NEGLECTED EFFECTS")
print(f"orbital depairing at ideal B*: {orbital*h_tri**2*unit_mev:.5f} meV")
for name, t, h in shifted:
    print(f"{name}: T*/Tc={t:.4f}, T*={t*tc:.4f} K, B*={h*tesla:.4f} T")
print(f"mean free path: {path*1e9:.3f} nm")
print(f"scattering energy hbar/tau: {scattering_mev:.0f} meV")
print(f"dirty coherence length: {coherence*1e9:.2f} nm")
print(f"zero-field fluctuation width / Tc, rough: {fluctuation:.4f}")
print("every check passed")
```

Running it gives:

```
IDEAL UNIFORM MODEL
x* = h*/(2 pi k T*): 0.304092
T*/Tc from digamma formula: 0.561493
T*/Tc from quadrature: 0.561493
h*/(k Tc) from digamma formula: 1.072827
h*/(k Tc) from quadrature: 1.072827
h*/(zero-temperature gap): 0.60822
c at T*, times (k Tc)^4: 0.010723
b at T/Tc=0.70 on a=0, times (k Tc)^2: 0.028273
b at T/Tc=0.45 on a=0, times (k Tc)^2: -0.038216
lowest F/N0 on gap grid, T/Tc=0.70: 1.676e-06 (k Tc)^2
lowest F/N0 on gap grid, T/Tc=0.45: -2.619e-02 (k Tc)^2
gap jump at 0.99 T*, Landau: 0.2626 k Tc
gap jump at 0.99 T*, full: 0.2650 k Tc
clean a(q)-a(0) at 1.05 T*, hbar vF q/2=0.1 k Tc: 9.664e-05
clean a(q)-a(0) at 0.95 T*, same q: -1.051e-04
MODEL FILM, ROUGH INPUTS
Tc: 2.50 K
thickness: 2.50 nm
diffusion constant: 5.0 cm2/s
spin relaxation energy Gamma: 0.040 meV
Fermi-liquid exchange G: 0.20
Fermi speed: 2.0e+06 m/s
sheet resistance: 200 ohm
IDEAL RESULTS FOR THE FILM
k Tc: 0.21543 meV
zero-temperature gap: 0.3800 meV
tricritical temperature: 1.4037 K
tricritical Zeeman energy: 0.2311 meV
tricritical field: 3.9929 T
T=0.25 K: first-order B=4.5935 T, a=0 at B=3.3575 T, gap jump=0.3794 meV
T=0.50 K: first-order B=4.4734 T, a=0 at B=3.5946 T, gap jump=0.3681 meV
T=0.75 K: first-order B=4.3319 T, a=0 at B=3.8436 T, gap jump=0.3375 meV
T=1.00 K: first-order B=4.1936 T, a=0 at B=4.0004 T, gap jump=0.2824 meV
T=1.25 K: first-order B=4.0658 T, a=0 at B=4.0368 T, gap jump=0.1839 meV
NEGLECTED EFFECTS
orbital depairing at ideal B*: 0.01262 meV
orbital depairing only: T*/Tc=0.5192, T*=1.2981 K, B*=3.8782 T
spin-orbit scattering only: T*/Tc=0.5425, T*=1.3562 K, B*=4.2113 T
Fermi-liquid exchange only: T*/Tc=0.4488, T*=1.1221 K, B*=4.8410 T
all three together: T*/Tc=0.3627, T*=0.9067 K, B*=4.8751 T
mean free path: 0.750 nm
scattering energy hbar/tau: 1755 meV
dirty coherence length: 15.59 nm
zero-field fluctuation width / Tc, rough: 0.0030
every check passed
```
